Mean and Variance of the Condon Band for a Displaced Oscillator, part 2

A chromophore absorbs light between two electronic states that differ in one vibrational mode, displaced but unchanged in frequency. The problem is how its absorption band depends on the temperature T. The band F(E) is the absorption coefficient divided by the photon energy E and normalized to unit area:

F(E) = Σ_m P_m Σ_n |⟨n|m⟩|² δ(E − E_n + E_m).

Here |m⟩ and E_m are the levels of the ground well H_g, and |n⟩ and E_n those of the excited well H_e. The thermal populations are P_m = (1 − z) zᵐ, with z = e^(−w/kT), where w = ħω is the vibrational quantum and k the Boltzmann constant. The transition dipole is taken as constant (the Condon approximation).

The coordinate x is in oscillator lengths √(ħ/Mω), with M the effective mass, and the momentum p is in units of √(Mħω), so [x, p] = i. The wells are

H_g = w (p² + x²)/2,

H_e = E₀₀ + w [p² + (x − Δ)²]/2.

E₀₀ is the transition energy between the lowest levels, S the Huang-Rhys factor, Δ = √(2S) the displacement and S w the reorganization energy. The gap operator U = H_e − H_g obeys

(H_e − E_m)|m⟩ = (H_e − H_g)|m⟩ = U|m⟩,

U = E₀₀ + S w − wΔ x.

With angle brackets without state labels for the thermal average over ground levels, the first two moments of the band are

M₁ = ⟨U⟩,  M₂ = ⟨U²⟩.

The lines from every level m have the same mean, the vertical energy E_v = E₀₀ + S w. The ladder operator a = (x + ip)/√2, with a|m⟩ = √m |m−1⟩, gives

x² = (a² + a†² + a a† + a†a)/2.

The mean occupation n̄ satisfies 2n̄ + 1 = coth(w/2kT), and ⟨x²⟩ = ½ coth(w/2kT). The results are

mean = E₀₀ + S w,

variance = S w² coth(w/2kT),

variance/(mean − E₀₀) = w coth(w/2kT).

For kT far above w the variance tends to the classical 2 S w kT.

## The shape of the band, a resist chromophore and the limits of the model

The symbols carried over are these. The ground well is H_g = w(p² + x²)/2 with levels E_m, and x is in oscillator lengths. The excited well has Hamiltonian H_e and is displaced by Δ = √(2S). The gap operator is U = H_e − H_g = E_v − wΔx, with vertical energy E_v = E₀₀ + S w. The first two moments of the band F(E) are ⟨U⟩ and ⟨U²⟩, which give the mean E_v and the variance σ² = S w² c, where c = coth(w/2kT) and ⟨x²⟩ = c/2.

A fixed mean does not imply a fixed peak, because the band is not symmetric. Its asymmetry is measured by the third central moment. For lines starting from level m, set K = H_e − E_m − E_v and δU = U − E_v = −wΔx. Then K|m⟩ = δU|m⟩, and the outer two factors of K³ can be replaced:

⟨m|K³|m⟩ = ⟨m|δU K δU|m⟩.

The middle factor is K = (H_g − E_m) + δU. The part with δU gives ⟨m|δU³|m⟩, which vanishes because x³ is odd. The other part is w²Δ² ⟨m|x(H_g − E_m)x|m⟩. To evaluate it, expand the double commutator

[x, [H_g, x]] = 2x H_g x − x²H_g − H_g x².

Its average in |m⟩ is 2⟨m|x(H_g − E_m)x|m⟩. On the other hand, [p², x] = −2ip gives [H_g, x] = −iwp, and [x, −iwp] = w. So ⟨m|x(H_g − E_m)x|m⟩ = w/2, and

third central moment = w²Δ² · w/2 = S w³.

It is the same for every m, and all starting levels share the mean E_v, so it does not depend on temperature. Being positive, it gives the band a longer tail toward high energy.

In a solid film, differences between molecular sites can blur the separate vibrational lines. Suppose that the blurring is Gaussian, independent of the vibration and wide enough to leave one smooth maximum. It adds to the variance but not to the third central moment. Let V be the total variance, ζ = (E − E_v)/√V and γ = S w³/V^(3/2). To first order in the skewness γ the shape is

F ∝ e^(−ζ²/2) [1 + (γ/6)(ζ³ − 3ζ)].

The polynomial is chosen so that it leaves the area, the mean and the variance unchanged. It supplies the third moment γ, because the Gaussian average of ζ³(ζ³ − 3ζ) is 15 − 9 = 6. Setting the derivative of ln F to zero near ζ = 0 gives −ζ − γ/2 = 0 to leading order, so that

E_peak ≈ E_v − S w³/(2V).

As heating increases V, the peak moves up toward the stationary mean.

For a worked example take E_v = 3.10 eV, a wavelength of 399.9 nm, with w = 0.060 eV and S = 6. These are rough model values for the near-ultraviolet band of a diazonaphthoquinone, the light-sensitive component of many positive resists. The reorganization energy is 6 × 0.060 = 0.360 eV, and E₀₀ = 3.10 − 0.36 = 2.74 eV. At 296 K, roughly the temperature of exposure, kT = 0.02551 eV. Then w/2kT = 0.060/0.05102 = 1.176 and c = 1.210, so

σ² = 6 × (0.060 eV)² × 1.210 = 0.0261 eV²,  σ = 0.162 eV.

At 373 K, a soft-bake temperature, kT = 0.03214 eV and c = 1.366. The variance rises to 0.0295 eV² and σ to 0.172 eV, a growth of 6.2 % in σ relative to 296 K. At 77 K, c is 1.0002 and σ is 0.147 eV, so the width has practically reached its zero-point value. The classical formula 2S w kT would give 0.0184 eV² at 296 K, about 30 % below the quantum variance.

The same moments were also computed without the formulas, by diagonalizing both wells on a coordinate grid and summing the resulting lines with Boltzmann weights. At all three temperatures the mean is 3.10000 eV, and the variances are 0.02161, 0.02614 and 0.02950 eV², in agreement with the formula.

On a wavelength scale, a small energy interval dE corresponds to an interval of size λ dE/E, so σ is about 20.9 nm at 296 K and 22.2 nm at 373 K. The mean wavelength is not stationary. Expanding 1/E about E_v to second order gives

⟨hc/E⟩ ≈ (hc/E_v)(1 + σ²/E_v²),

which grows with the variance. The line sum gives 401.03 nm at 296 K and 401.17 nm at 373 K. These averages weight each line by its strength; averaging an absorption curve plotted against wavelength uses different weights and gives a different value. The invariance of the mean is thus a statement about energy, and it does not carry over to wavelength.

The peak shows the other distinction. With an assumed Gaussian site disorder of 0.080 eV, the total variance at 296 K is 0.0261 + 0.0064 = 0.0325 eV². The estimate S w³/(2V) = 0.001296/0.0651 places the peak 19.9 meV below the mean; the broadened line sum gives 20.4 meV. At 373 K the two figures are 18.05 and 18.53 meV. The peak therefore rises by about 1.8 meV between the two temperatures, although the mean has not moved.

Several assumptions can fail, and the moment relations show what some of these failures do. Those relations, M₁ = ⟨U⟩ and M₂ = ⟨U²⟩, did not use equal frequencies. Let the excited frequency be r times the ground one, with the vertical energy and the slope of the gap at x = 0 held fixed. Then

U = E_v − wΔx + w(r² − 1)x²/2,

and the mean shifts by

w(r² − 1)⟨x²⟩/2 = w(r² − 1)c/4.

This shift depends on temperature. For the variance, the cross term contains ⟨x³⟩ = 0, and the new term needs ⟨x⁴⟩. From the ladder form of x²,

x²|m⟩ = ½[√(m(m−1)) |m−2⟩ + (2m+1)|m⟩ + √((m+1)(m+2)) |m+2⟩],

whose squared norm is ⟨m|x⁴|m⟩ = (6m² + 6m + 3)/4. Differentiating the geometric series twice gives ⟨m(m−1)⟩ = 2n̄², so ⟨m²⟩ = 2n̄² + n̄, and

⟨x⁴⟩ = (12n̄² + 12n̄ + 3)/4 = ¾(2n̄ + 1)² = 3⟨x²⟩².

The variance of x² is then 2⟨x²⟩² = c²/2, and the band gains the variance w²(r² − 1)²c²/8. For r = 0.90 at 296 K the mean moves by 60 × (−0.19) × 1.210/4 = −3.4 meV, and by a further −0.4 meV on heating to 373 K. The variance rises by only 0.09 %, because the slope of the gap is held fixed. If the displacement Δ is held fixed instead, the slope is reduced by the factor r² and the variance falls by about 34 %.

If the dipole varies as 1 + ηx relative to its value at x = 0, the Condon approximation fails. With D = 1 + ηx, the total strength is ⟨D²⟩ = 1 + η²c/2. The first moment before normalization contains ⟨m|D(H_e − E_m)D|m⟩, and H_e − E_m = U + (H_g − E_m). The second part gives half the average of [D, [H_g, D]], which is η²w/2 by the commutator found above. In the first part,

⟨D²(U − E_v)⟩ = −wΔ⟨(1 + 2ηx + η²x²)x⟩ = −2ηwΔ⟨x²⟩ = −ηwΔc.

Dividing by the total strength gives the shift of the mean,

w(−η√(2S) c + η²/2)/(1 + η²c/2).

For η = 0.02 this is −5.0 meV at 296 K, with a further −0.65 meV by 373 K. The sign is negative because a positive η favours geometries nearer the excited minimum, where the gap is smaller.

Anharmonicity can act through ⟨x⟩. Add the same term w g x³ to both wells, with g small and the population confined to the local well. The gap stays linear, but the ground-state average of x is no longer zero. In a stationary state the mean force vanishes, ⟨x + 3gx²⟩ = 0, so ⟨x⟩ ≈ −3gc/2 and the mean shifts by

−wΔ⟨x⟩ ≈ 3g w√(2S) c/2.

For g = −0.01 the line sum gives −3.8 meV at 296 K, and a further −0.5 meV by 373 K. This drift depends on the cubic term being the same function of x in both wells. If the excited well is instead the anharmonic ground well moved rigidly by Δ, the gap gains the terms −3wgΔx² + 3wgΔ²x − wgΔ³. The first has the average −3gwΔc/2, which cancels the drift to first order in g. The second changes the slope of the gap and raises the variance by about 22 % for g = −0.01, and the third is a constant offset of the mean, about 25 meV here.

Leaving the photon-energy factor in the spectrum weights the band by E. The mean becomes ⟨E²⟩/⟨E⟩ = E_v + σ²/E_v, an upward shift of 0.0261/3.10 eV, or 8.4 meV, at 296 K. It grows by 1.1 meV on heating to 373 K. This shift disappears when the spectrum is divided by E.

A molecule has many modes. If they are independent, U is a sum of one linear term per mode, the averages of cross products vanish, and

mean = E₀₀ + Σ_i S_i w_i,

variance = Σ_i S_i w_i² coth(w_i/2kT).

The mean remains independent of temperature. The variance depends on how the reorganization energy is shared. Splitting 0.360 eV equally between modes of 0.030 and 0.170 eV, with E₀₀ held fixed, raises the variance at 296 K by 56 % relative to the single mode. The stiff mode supplies about 0.031 eV² and the soft mode about 0.010 eV². In the cold limit the ratio variance/(mean − E₀₀) is then (0.030 + 0.170)/2 = 0.100 eV, which is the quantum of neither mode. A vibrational quantum extracted from the moments in the cold limit is thus an average weighted by reorganization energy. At higher temperature the extracted value differs from this average: for the same two modes at 296 K, solving the single-mode formula for w gives 0.111 eV.

The film adds effects from outside the molecule. Site disorder of 0.080 eV contributes 0.0064 eV², or 24 % of the vibrational variance at 296 K. If the environment shifts the transition by an assumed −0.10 meV/K, the mean moves by −7.7 meV between 296 and 373 K. That is larger than the extra shift on heating from any of the molecular corrections above.

A neighbouring electronic band limits what can be measured. Place an equal band 0.50 eV higher and integrate the sum up to the midpoint, 3.35 eV. At 296 K the apparent mean is 16 meV too low and the apparent variance 25 % too small, both relative to the isolated disordered band. For symmetric bands the reason is simple: the lost upper tail is replaced by its mirror image about the midpoint, which lies lower in energy and nearer the band centre. The skewness found above makes this picture approximate here. The apparent mean falls by another 2.3 meV at 373 K, so truncation alone can imitate a temperature shift.

A finite excited-state lifetime τ gives each line a Lorentzian profile of full width Γ = ħ/τ. Far from its centre the profile falls as Γ/(2πE²), with E measured from the line, so E² times the profile tends to a constant and the variance diverges. A variance then has meaning only within a stated window. For one line at the centre of a window ±W, with W much larger than Γ, it is about ΓW/π. For an assumed lifetime of 0.3 ps, Γ = 2.2 meV, and a window of ±0.50 eV gives 0.00035 eV², or 1.3 % of the vibrational variance at 296 K. The vibrational band as a whole gains less, about 0.00024 eV², because most of its lines lie away from the centre. This gain is measured against the band without lifetime broadening, with both cut to the same window and normalized there. The cut itself removes more, about 0.0008 eV², because it discards the outermost lines.

Set beside a real diazonaphthoquinone resist, the vertical energy places the model band in the near-ultraviolet region where such compounds absorb and where mercury-lamp exposure operates. The single quantum of 0.060 eV is an effective parameter and not an assigned vibration. Real molecules break the single-mode assumption, which for the split considered moves the variance by about half. They also have overlapping electronic bands, so the moments of one band require a separation of the spectrum. The excited molecule can lose nitrogen, so a bound harmonic well can represent its potential only near the ground-state geometry, and E₀₀ is then a model parameter. Exposure converts the chromophore, and a spectrum meant to represent the unexposed film must be taken at a dose small enough to leave it nearly unchanged. Heating can also decompose it. For first-order loss with an assumed barrier of 1.30 eV and attempt rate of 10¹³ s⁻¹, a bake of 60 s at 373 K removes 0.16 % of the molecules. Such a loss lowers the area of the band; by itself it leaves the normalized shape unchanged if the products do not absorb there.

For these parameters the predicted growth of the vibrational σ between 296 and 373 K is about 10 meV, or 9 meV for the total width with site disorder included, while the assumed environmental shift of the mean is nearly 8 meV. A measured movement of the mean therefore does not by itself refute linear coupling in the chromophore, since the surroundings, the dipole, the anharmonicity and the integration window can each produce one. The numerical output lists the individual contributions.

Numbers as computed

```
Vertical energy: 3.100 eV
Vertical wavelength: 399.9 nm
Vibrational quantum: 0.060 eV
Huang-Rhys factor: 6.0 (no unit)
Reorganization energy S*w: 0.360 eV
Zero-phonon energy: 2.740 eV
Zero-temperature variance: 0.02160 eV^2
Third central moment S*w^3: 0.001296 eV^3
Assumed site disorder sigma: 0.080 eV
T = 77 K: kT = 0.00664 eV, coth = 1.0002
  mean = 3.10000 eV, variance = 0.02161 eV^2
  sigma = 0.1470 eV, = 19.0 nm (linearized)
  mean wavelength = 400.84 nm
  mean minus broadened peak = 23.43 meV (estimate 23.14 meV)
T = 296 K: kT = 0.02551 eV, coth = 1.2103
  mean = 3.10000 eV, variance = 0.02614 eV^2
  sigma = 0.1617 eV, = 20.9 nm (linearized)
  mean wavelength = 401.03 nm
  mean minus broadened peak = 20.36 meV (estimate 19.91 meV)
T = 373 K: kT = 0.03214 eV, coth = 1.3658
  mean = 3.10000 eV, variance = 0.02950 eV^2
  sigma = 0.1718 eV, = 22.2 nm (linearized)
  mean wavelength = 401.17 nm
  mean minus broadened peak = 18.53 meV (estimate 18.05 meV)
Sigma growth 296 to 373 K: 6.23 %
Classical variance 2*S*w*kT at 296 K: 0.01837 eV^2
Neglected effects: mean shift at 296 K, extra shift by 373 K,
  and variance change at 296 K
Frequency ratio 0.90:
  -3.45 meV, -0.44 meV, 0.09 %
Dipole slope 0.02 per oscillator length:
  -5.02 meV, -0.65 meV, -1.00 %
Cubic constant -0.01 quanta:
  -3.78 meV, -0.49 meV, 0.14 %
Photon-energy factor kept:
  8.43 meV, 1.08 meV, 1.33 %
Two modes 0.030 and 0.170 eV, equal shares:
  0.00 meV, 0.00 meV, 56.43 %
Site disorder:
  0.00 meV, 0.00 meV, 24.48 %
Neighbour band 0.50 eV above, vs disordered band:
  -16.40 meV, -2.27 meV, -25.24 %
Lifetime 0.3 ps: width 2.19 meV
  variance within +/-0.50 eV: 0.000348 eV^2, 1.33 % of band
Matrix shift at -0.10 meV/K, 296 to 373 K: -7.7 meV
Decomposition: barrier 1.30 eV, attempt 1e+13 1/s
  lost in 60 s at 373 K: 0.163 %
```
